# Linear Thermoelectric Coefficients of a Coherent Conductor from Transmission Moments: verification in Python

```python
# Result under test: for a coherent two-terminal conductor with transmission
# t(E) per spin and moments L_n = (2/h) int t(E) (E-mu)^n (-df/dE) dE,
#   G = e^2 L0,  S = -L1/(e T L0),  Pi = -L1/(e L0) = T S,
#   K = (L2 - L1^2/L0)/T,
# and entropy production I^2/(G T) + K dT^2/T^2 >= 0 in linear response.
# Energies are in eV and measured from mu = 0; temperatures in K.
# Differences are left minus right; currents are positive leaving the left.
# I = -e N (N: particle current), V = -dmu/e, J: heat current.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

q = const.e                      # coulomb, also joule per eV
h = const.h / q                  # eV s
kB = const.k / q                 # eV / K
energy = np.linspace(-1.5, 1.5, 30001)
step = energy[1] - energy[0]


def integrate(values):
    return step * np.sum(values)


def fermi(mu, temp):
    return expit(-(energy - mu) / (kB * temp))


def resonance(level, width):
    return (width / 2)**2 / ((energy - level)**2 + (width / 2)**2)


def moments(trans, temp):
    x = energy / (kB * temp)
    weight = expit(x) * expit(-x) / (kB * temp)
    return [2 / h * integrate(trans * energy**n * weight) for n in range(3)]


def coefficients(trans, temp):
    """G in S, S in V/K, Pi in V, K in W/K from the moment formulas."""
    l0, l1, l2 = moments(trans, temp)
    return (q * l0, -l1 / (temp * l0), -l1 / l0,
            q * (l2 - l1**2 / l0) / temp)


def full_currents(trans, mu_l, mu_r, temp_l, temp_r):
    """Nonlinear N (1/s) and heat leaving left and right (eV/s)."""
    flow = 2 / h * trans * (fermi(mu_l, temp_l) - fermi(mu_r, temp_r))
    return (integrate(flow), integrate((energy - mu_l) * flow),
            -integrate((energy - mu_r) * flow))


T0, level0, width0 = 300.0, 0.060, 0.010


def biased(dmu, dT, level=level0, follow=0.0):
    """Symmetric bias; the level may move with the bias (follow != 0)."""
    moved = level + follow * (dmu + kB * dT)
    return full_currents(resonance(moved, width0), dmu / 2, -dmu / 2,
                         T0 + dT / 2, T0 - dT / 2)


def simulated_measurement(level, follow):
    """Coefficients from their operational definitions."""
    d, dT = 3e-5, 0.1
    plus, minus = biased(d, 0, level, follow), biased(-d, 0, level, follow)
    current_diff = -q * (plus[0] - minus[0])
    G_m = current_diff / (-2 * d)
    Pi_m = q * (plus[1] - minus[1]) / current_diff
    open_v, open_heat = [], []
    for s in (dT, -dT):
        u = brentq(lambda m: biased(m, s, level, follow)[0],
                   -1e-3, 1e-3, xtol=1e-15)
        open_v.append(-u)
        open_heat.append(q * biased(u, s, level, follow)[1])
    S_m = -(open_v[0] - open_v[1]) / (2 * dT)
    K_m = (open_heat[0] - open_heat[1]) / (2 * dT)
    return G_m, S_m, Pi_m, K_m


# --- coefficients against simulated measurements -------------------------
trans0 = resonance(level0, width0)
L0, L1, L2 = moments(trans0, T0)
G, S, Pi, K = coefficients(trans0, T0)
fixed = simulated_measurement(level0, 0.0)
moving = simulated_measurement(level0, 0.4)
assert np.allclose(fixed, (G, S, Pi, K), rtol=1e-4, atol=0)
assert np.allclose(moving, (G, S, Pi, K), rtol=1e-4, atol=0)
assert abs(fixed[2] / (T0 * fixed[1]) - 1) < 1e-4
below = simulated_measurement(-level0, 0.0)
assert S < 0 < below[1]
lorenz0 = np.pi**2 / 3 * kB**2
lorenz = K / (G * T0)
ZT = G * S**2 * T0 / K

print("temperature: %.1f K" % T0)
print("k_B T: %.3f meV" % (1e3 * kB * T0))
print("level above mu: %.1f meV" % (1e3 * level0))
print("level width Gamma: %.1f meV" % (1e3 * width0))
print("L0: %.5e 1/(eV s)" % L0)
print("L1: %.5e 1/s" % L1)
print("L2: %.5e eV/s" % L2)
print("mean energy L1/L0: %.3f meV" % (1e3 * L1 / L0))
print("energy spread sqrt(L2/L0-(L1/L0)^2): %.3f meV"
      % (1e3 * np.sqrt(L2 / L0 - (L1 / L0)**2)))
for name, vals in (("formula", (G, S, Pi, K)),
                   ("measured, fixed level", fixed),
                   ("measured, moving level", moving)):
    print("G, %s: %.4f uS" % (name, 1e6 * vals[0]))
    print("S, %s: %.3f uV/K" % (name, 1e6 * vals[1]))
    print("Pi, %s: %.4f mV" % (name, 1e3 * vals[2]))
    print("K, %s: %.4f pW/K" % (name, 1e12 * vals[3]))
print("G in units of 2e^2/h: %.5f" % (G / (2 * q / h)))
print("S measured, level 60 meV below mu: %.3f uV/K" % (1e6 * below[1]))
print("Lorenz ratio K/(GT): %.4e V^2/K^2" % lorenz)
print("pi^2 k_B^2/(3 e^2): %.4e V^2/K^2" % lorenz0)
print("electronic figure of merit G S^2 T/K: %.4f" % ZT)

# --- limits: constant, slowly varying and very narrow transmission -------
Gc, Sc, Pc, Kc = coefficients(np.ones_like(energy), T0)
assert abs(Sc) < 1e-12 and abs(Kc / (Gc * T0) / lorenz0 - 1) < 1e-8
T_cold = 5.0
Gl, Sl, Pl, Kl = coefficients(trans0, T_cold)
slope = np.interp(0.0, energy, np.gradient(np.log(trans0), step))
S_mott = -np.pi**2 / 3 * kB**2 * T_cold * slope
assert abs(Sl / S_mott - 1) < 5e-3
assert abs(Kl / (Gl * T_cold) / lorenz0 - 1) < 5e-3
filter_width = 0.001
narrow = np.exp(-(energy - level0)**2 / (2 * filter_width**2))
Gn, Sn, Pn, Kn = coefficients(narrow, T0)
spread = np.sqrt(Kn * T0 / Gn)
assert abs(spread / filter_width - 1) < 1e-2
print("S at %.1f K, moments: %.4f uV/K" % (T_cold, 1e6 * Sl))
print("S at %.1f K, log-slope law: %.4f uV/K" % (T_cold, 1e6 * S_mott))
print("Gaussian filter width: %.3f meV" % (1e3 * filter_width))
print("spread from K for that filter: %.4f meV" % (1e3 * spread))

# --- entropy production far from equilibrium -----------------------------
rng = np.random.default_rng(4)
entropies = []
for _ in range(200):
    mu_l, mu_r = rng.uniform(-0.1, 0.1, 2)
    t_l, t_r = rng.uniform(100, 600, 2)
    tr = resonance(rng.uniform(-0.2, 0.2), rng.uniform(0.005, 0.1))
    n, jl, jr = full_currents(tr, mu_l, mu_r, t_l, t_r)
    assert abs(jl + jr + n * (mu_l - mu_r)) < 1e-9 * (abs(jl) + abs(jr))
    entropies.append(-q * (jl / t_l + jr / t_r))
assert min(entropies) > 0
print("random large biases tested: %d" % len(entropies))
print("smallest entropy production there: %.3e W/K" % min(entropies))

# --- generator at half the open-circuit voltage --------------------------
dT = 10.0
V = -S * dT / 2
I_lin = G * (V + S * dT)
J_lin = Pi * I_lin + K * dT
sigma_lin = I_lin**2 / (G * T0) + K * dT**2 / T0**2
n, jl, jr = biased(-V, dT)
I_full, J_full = -q * n, q * jl
sigma_full = -q * (jl / (T0 + dT / 2) + jr / (T0 - dT / 2))
P_lin, P_full = -I_lin * V, -I_full * V
carnot = dT / (T0 + dT / 2)
assert abs(I_full / I_lin - 1) < 1e-2
assert abs(sigma_full / sigma_lin - 1) < 1e-2
assert 0 < P_full / J_full < carnot
print("generator dT: %.1f K" % dT)
print("generator V: %.4f mV" % (1e3 * V))
print("I linear, full: %.4f, %.4f nA" % (1e9 * I_lin, 1e9 * I_full))
print("power linear, full: %.4f, %.4f pW" % (1e12 * P_lin, 1e12 * P_full))
print("heat J linear, full: %.3f, %.3f pW" % (1e12 * J_lin, 1e12 * J_full))
print("entropy production linear, full: %.5f, %.5f pW/K"
      % (1e12 * sigma_lin, 1e12 * sigma_full))
print("efficiency full, Carnot limit: %.4f, %.4f %%"
      % (100 * P_full / J_full, 100 * carnot))


# --- three-site ring with flux: sites 0, 1, 2 touch left, right, probe ---
site_energies, hopping, coupling = [0.02, -0.03, 0.05], 0.03, 0.02


def ring_transmission(flux, probe_coupling):
    """tr[i, j]: transmission from terminal j to terminal i."""
    gam = np.array([coupling, coupling, probe_coupling])
    ham = np.diag(site_energies).astype(complex)
    for i in range(3):
        j = (i + 1) % 3
        ham[i, j] = -hopping * np.exp(1j * flux / 3)
        ham[j, i] = np.conj(ham[i, j])
    inverse = energy[:, None, None] * np.eye(3) - ham + 0.5j * np.diag(gam)
    green = np.linalg.inv(inverse)
    tr = gam[:, None] * gam[None, :] * np.abs(green)**2
    return np.moveaxis(tr, 0, -1)


def response_matrix(trans):
    l0, l1, l2 = moments(trans, T0)
    return np.array([[l0, l1], [l1, l2]])


def probe_coefficients(flux):
    """S and Pi when the probe draws no net charge and no net heat."""
    tr = ring_transmission(flux, coupling)
    to_probe = response_matrix(tr[2, 0])
    from_probe = response_matrix(tr[0, 2])
    probe = response_matrix(tr[2, 0] + tr[2, 1])
    total = (response_matrix(tr[0, 1] + tr[0, 2])
             - from_probe @ np.linalg.solve(probe, to_probe))
    return -total[0, 1] / (T0 * total[0, 0]), -total[1, 0] / total[0, 0]


flux = np.pi / 2
two = ring_transmission(flux, 0.0)
three = ring_transmission(flux, coupling)
gap_two = np.max(np.abs(two[0, 1] - two[1, 0]))
gap_three = np.max(np.abs(three[0, 1] - three[1, 0]))
assert gap_two < 1e-10 and gap_three > 1e-2
S_plus, Pi_plus = probe_coefficients(flux)
S_minus, Pi_minus = probe_coefficients(-flux)
assert abs(Pi_plus / (T0 * S_minus) - 1) < 1e-8
assert abs(Pi_plus / (T0 * S_plus) - 1) > 1e-3
print("ring site energies: %.0f, %.0f, %.0f meV"
      % tuple(1e3 * e for e in site_energies))
print("ring hopping, lead coupling: %.0f, %.0f meV"
      % (1e3 * hopping, 1e3 * coupling))
print("ring flux phase: %.4f rad" % flux)
print("max |t_LR - t_RL|, no probe: %.1e" % gap_two)
print("max |t_LR - t_RL|, with probe: %.4f" % gap_three)
print("with probe, S(flux): %.4f uV/K" % (1e6 * S_plus))
print("with probe, Pi(flux)/T: %.4f uV/K" % (1e6 * Pi_plus / T0))
print("with probe, S(-flux): %.4f uV/K" % (1e6 * S_minus))
print("tests ok")
```

Running it gives:

```
temperature: 300.0 K
k_B T: 25.852 meV
level above mu: 60.0 meV
level width Gamma: 10.0 meV
L0: 2.46912e+13 1/(eV s)
L1: 1.29475e+12 1/s
L2: 7.79548e+10 eV/s
mean energy L1/L0: 52.438 meV
energy spread sqrt(L2/L0-(L1/L0)^2): 20.186 meV
G, formula: 3.9560 uS
S, formula: -174.793 uV/K
Pi, formula: -52.4379 mV
K, formula: 5.3730 pW/K
G, measured, fixed level: 3.9560 uS
S, measured, fixed level: -174.793 uV/K
Pi, measured, fixed level: -52.4379 mV
K, measured, fixed level: 5.3730 pW/K
G, measured, moving level: 3.9560 uS
S, measured, moving level: -174.793 uV/K
Pi, measured, moving level: -52.4379 mV
K, measured, moving level: 5.3730 pW/K
G in units of 2e^2/h: 0.05106
S measured, level 60 meV below mu: 174.793 uV/K
Lorenz ratio K/(GT): 4.5273e-09 V^2/K^2
pi^2 k_B^2/(3 e^2): 2.4430e-08 V^2/K^2
electronic figure of merit G S^2 T/K: 6.7485
S at 5.0 K, moments: -4.0472 uV/K
S at 5.0 K, log-slope law: -4.0436 uV/K
Gaussian filter width: 1.000 meV
spread from K for that filter: 0.9999 meV
random large biases tested: 200
smallest entropy production there: 1.494e-14 W/K
generator dT: 10.0 K
generator V: 0.8740 mV
I linear, full: -3.4574, -3.4574 nA
power linear, full: 3.0216, 3.0217 pW
heat J linear, full: 235.027, 236.540 pW
entropy production linear, full: 0.01604, 0.01605 pW/K
efficiency full, Carnot limit: 1.2774, 3.2787 %
ring site energies: 20, -30, 50 meV
ring hopping, lead coupling: 30, 20 meV
ring flux phase: 1.5708 rad
max |t_LR - t_RL|, no probe: 8.9e-16
max |t_LR - t_RL|, with probe: 0.2216
with probe, S(flux): 8.7229 uV/K
with probe, Pi(flux)/T: 11.9241 uV/K
with probe, S(-flux): 11.9241 uV/K
tests ok
```
